\section*{Valence density components inside an LAPW sphere, part 1}

(Sections cited here and not found follow in the second part.)

\section{From augmented waves to density components}

\subsection{Definitions and conventions}

A sphere of radius $R$ is centred on an atom at the origin of a crystal with unit cell volume $\Omega$. Inside it, every occupied valence state $i$ is written in linearized augmented plane waves (LAPW),
\begin{equation}
\psi_i(\mathbf r)=\sum_{l=0}^{l_{\max}}\sum_{m=-l}^{l}
\left[a_{lm,i}\,u_l(r)+b_{lm,i}\,\dot u_l(r)\right]Y_{lm}(\hat{\mathbf r}).
\label{eq:psi}
\end{equation}
The index $i$ stands for band, $\mathbf k$ point and spin. The function $u_l$ is a real radial solution at a chosen energy $E_l$, and $\dot u_l=\partial u_l/\partial E_l$. The valence density is
\begin{equation}
n(\mathbf r)=\sum_i w_i|\psi_i(\mathbf r)|^2
=\sum_{LM}n_{LM}(r)Y_{LM}(\hat{\mathbf r}),
\label{eq:n}
\end{equation}
where the real weight $w_i\ge 0$ contains the occupation and the weight of the $\mathbf k$ point. States are normalized over one cell, so $\sum_iw_i$ is the number of valence electrons per cell. The $\mathbf k$ sum covers the whole Brillouin zone. The task is to express $n_{LM}$ through the coefficients $a$ and $b$.

The spherical harmonics are complex, with the Condon--Shortley phase. They obey
\begin{align}
\int Y_{lm}^*Y_{l'm'}\,d\hat{\mathbf r}&=\delta_{ll'}\delta_{mm'},\label{eq:orth}\\
Y_{l,-m}=(-1)^mY_{lm}^*,\qquad
Y_{lm}(-\hat{\mathbf r})&=(-1)^lY_{lm}(\hat{\mathbf r}).\label{eq:conj}
\end{align}
The treatment is nonrelativistic and without spin--orbit coupling, so each state has one spatial function. The cut at $l_{\max}$ in (\ref{eq:psi}) is part of the definition of the state inside the sphere. Its effect is examined in the second half.

\subsection{The two radial functions}

Let $C=\hbar^2/2m_e$, and let $V(r)$ be the spherical part of the potential. The radial operator is
\begin{equation}
H_l=-C\left[\frac{1}{r^2}\frac{d}{dr}r^2\frac{d}{dr}-\frac{l(l+1)}{r^2}\right]+V(r),
\end{equation}
and $u_l$ is the solution regular at the origin, with unit norm in the sphere:
\begin{equation}
H_lu_l=E_lu_l,\qquad \int_0^Ru_l^2\,r^2dr=1.
\label{eq:u}
\end{equation}
The potential does not depend on $E_l$. Differentiating both relations with respect to $E_l$ at fixed $R$ therefore gives
\begin{equation}
(H_l-E_l)\dot u_l=u_l,\qquad
\int_0^Ru_l\dot u_l\,r^2dr=0.
\label{eq:udot}
\end{equation}
The second relation is half the derivative of the norm. It holds because the norm is kept at one for every energy. The norm of $\dot u_l$ itself is not one, and it is written
\begin{equation}
N_l=\int_0^R\dot u_l^2\,r^2dr .
\label{eq:N}
\end{equation}
If lengths are in nm and energies in aJ ($10^{-18}$ J), $u_l$ has the unit nm$^{-3/2}$, $\dot u_l$ has nm$^{-3/2}$\,aJ$^{-1}$, and $N_l$ has aJ$^{-2}$. By (\ref{eq:psi}), $a$ is then a pure number and $b$ an energy.

Matching at the sphere surface needs one more relation between the two functions. Consider
\begin{equation}
I=\int_0^R\left[u_l\,H_l\dot u_l-\dot u_l\,H_lu_l\right]r^2dr .
\end{equation}
By (\ref{eq:u}) and (\ref{eq:udot}), the integrand is $u_l(E_l\dot u_l+u_l)-\dot u_lE_lu_l=u_l^2$ times $r^2$, so $I=1$. The potential and centrifugal terms of $H_l$ also cancel between the two products, which leaves the derivative terms:
\begin{align}
I&=-C\int_0^R\left[u_l(r^2\dot u_l')'-\dot u_l(r^2u_l')'\right]dr\nonumber\\
&=-C\int_0^R\frac{d}{dr}\left[r^2(u_l\dot u_l'-\dot u_lu_l')\right]dr .
\end{align}
A prime is a derivative with respect to $r$. The second line follows because the extra products $r^2u_l'\dot u_l'$ cancel. The bracket vanishes at $r=0$, where both functions are regular. With $I=1$,
\begin{equation}
u_l(R)\dot u_l'(R)-u_l'(R)\dot u_l(R)=-\frac{1}{CR^2}.
\label{eq:wronskian}
\end{equation}
The right side is never zero, so $u_l$ and $\dot u_l$ can be fitted to any given value and slope at $R$.

\subsection{Where the coefficients come from}

Outside the spheres a state is a sum of plane waves,
\begin{equation}
\psi_i=\frac{1}{\sqrt\Omega}\sum_{\mathbf K}c_{\mathbf K,i}\,e^{i\mathbf K\cdot\mathbf r},
\qquad \mathbf K=\mathbf k+\mathbf G,
\label{eq:pw}
\end{equation}
with $\mathbf G$ a reciprocal lattice vector. To match it, each plane wave must be resolved into angular momenta. A plane wave is regular, solves the free wave equation, and depends on $r$ and on the angle $\gamma$ between $\mathbf K$ and $\mathbf r$. Hence
\begin{equation}
e^{iKr\cos\gamma}=\sum_lA_l\,j_l(Kr)P_l(\cos\gamma),
\end{equation}
with spherical Bessel functions $j_l$ and Legendre polynomials $P_l$. To find $A_l$, compare the terms $(Kr)^l\cos^l\gamma$. On the left the factor is $i^l/l!$. On the right, terms of larger index start at a higher power of $Kr$, and terms of smaller index do not reach $\cos^l\gamma$. What remains is $A_l$ times the leading factor $2^ll!/(2l+1)!$ of $j_l$ and the leading factor $(2l)!/(2^ll!^2)$ of $P_l$:
\begin{equation}
A_l\,\frac{2^ll!}{(2l+1)!}\,\frac{(2l)!}{2^l\,l!^2}=\frac{A_l}{(2l+1)\,l!}=\frac{i^l}{l!},
\qquad A_l=(2l+1)i^l .
\end{equation}
The addition theorem $(2l+1)P_l(\cos\gamma)=4\pi\sum_mY_{lm}^*(\hat{\mathbf K})Y_{lm}(\hat{\mathbf r})$ then gives the Rayleigh expansion
\begin{equation}
e^{i\mathbf K\cdot\mathbf r}=4\pi\sum_{lm}i^lj_l(Kr)Y_{lm}^*(\hat{\mathbf K})Y_{lm}(\hat{\mathbf r}).
\label{eq:rayleigh}
\end{equation}

Inside the sphere $j_l(Kr)$ is replaced by $\alpha_lu_l+\beta_l\dot u_l$ with the same value and slope at $R$. Write $j=j_l(KR)$ and $j'=[dj_l(Kr)/dr]_{r=R}$, and take the radial functions at $R$:
\begin{equation}
\alpha_lu_l+\beta_l\dot u_l=j,\qquad
\alpha_lu_l'+\beta_l\dot u_l'=j'.
\label{eq:match}
\end{equation}
Multiplying the first equation by $\dot u_l'$, the second by $\dot u_l$, and subtracting removes $\beta_l$. The factor of $\alpha_l$ is then the left side of (\ref{eq:wronskian}). Removing $\alpha_l$ in the same way gives $\beta_l$:
\begin{align}
\alpha_l&=\frac{j\dot u_l'-j'\dot u_l}{-1/(CR^2)}=CR^2\,(j'\dot u_l-j\dot u_l'),\label{eq:alpha}\\
\beta_l&=\frac{u_lj'-u_l'j}{-1/(CR^2)}=CR^2\,(u_l'j-u_lj').\label{eq:beta}
\end{align}
Both depend on $K$ through $j$ and $j'$. Summing over the plane waves of the state,
\begin{equation}
\begin{pmatrix}a_{lm,i}\\ b_{lm,i}\end{pmatrix}
=\frac{4\pi i^l}{\sqrt\Omega}\sum_{\mathbf K}c_{\mathbf K,i}Y^*_{lm}(\hat{\mathbf K})
\begin{pmatrix}\alpha_l(K)\\ \beta_l(K)\end{pmatrix}.
\label{eq:ab}
\end{equation}
The coefficient $b$ measures how far the logarithmic derivative of the plane wave departs from that of $u_l$: by (\ref{eq:beta}), $\beta_l=0$ when $u_l'/u_l=j'/j$.

\subsection{Density matrices and the angular projection}

Insert (\ref{eq:psi}) into (\ref{eq:n}). The conjugated factor carries $l,m$ and the other factor $l',m'$. The radial functions are real, so
\begin{align}
n(\mathbf r)=\sum_iw_i\sum_{lm}\sum_{l'm'}
&\left[a^*_{lm,i}u_l+b^*_{lm,i}\dot u_l\right]
\left[a_{l'm',i}u_{l'}+b_{l'm',i}\dot u_{l'}\right]\nonumber\\
&\times Y^*_{lm}(\hat{\mathbf r})Y_{l'm'}(\hat{\mathbf r}).
\label{eq:double}
\end{align}
The radial functions and harmonics do not depend on $i$. The sum over states therefore acts on the coefficients alone, and it defines four density matrices
\begin{equation}
D^{xy}_{lm,l'm'}=\sum_iw_i\,x^*_{lm,i}\,y_{l'm',i},\qquad x,y\in\{a,b\}.
\label{eq:D}
\end{equation}
Complex conjugation exchanges the two factors, and the weights are real, so
\begin{equation}
\left(D^{xy}_{lm,l'm'}\right)^*=D^{yx}_{l'm',lm}.
\label{eq:herm}
\end{equation}
The matrices $D^{aa}$ and $D^{bb}$ are Hermitian, and $D^{ba}$ is the adjoint of $D^{ab}$.

By (\ref{eq:orth}), the component $n_{LM}$ follows from (\ref{eq:n}) by multiplying with $Y^*_{LM}$ and integrating over angles. Applied to (\ref{eq:double}), this produces the Gaunt coefficient
\begin{equation}
G^{LM}_{lm,l'm'}=\int Y^*_{lm}\,Y^*_{LM}\,Y_{l'm'}\,d\hat{\mathbf r},
\label{eq:G}
\end{equation}
and the density components are
\begin{align}
n_{LM}(r)=\sum_{lm}\sum_{l'm'}G^{LM}_{lm,l'm'}\Big[
&D^{aa}_{lm,l'm'}u_lu_{l'}+D^{ab}_{lm,l'm'}u_l\dot u_{l'}\nonumber\\
&+D^{ba}_{lm,l'm'}\dot u_lu_{l'}+D^{bb}_{lm,l'm'}\dot u_l\dot u_{l'}\Big].
\label{eq:main}
\end{align}
The two mixed terms are different radial functions when $l\neq l'$, and both must be kept.

The radial functions do not depend on $m$ and $m'$, so the magnetic sums can be done first:
\begin{equation}
W^{xy,LM}_{ll'}=\sum_{mm'}G^{LM}_{lm,l'm'}D^{xy}_{lm,l'm'} .
\end{equation}
Each radial product is then multiplied by one number for each $LM$. A local orbital adds a third radial function with its own coefficient to (\ref{eq:psi}). The same multiplication gives (\ref{eq:main}) with $x$ and $y$ running over three labels, hence nine products in place of four.

\subsection{Gaunt coefficients and their selection rules}

To evaluate (\ref{eq:G}), couple two harmonics of the same direction with Clebsch--Gordan coefficients:
\begin{equation}
F_{\lambda\mu}(\hat{\mathbf r})=\sum_{m_1m_2}\langle l_1m_1l_2m_2|\lambda\mu\rangle
Y_{l_1m_1}(\hat{\mathbf r})Y_{l_2m_2}(\hat{\mathbf r}).
\label{eq:F}
\end{equation}
Under rotations $F_{\lambda\mu}$ behaves as a state of angular momentum $\lambda,\mu$. On the unit sphere such a function is unique up to a factor, and the ladder operators make the factor independent of $\mu$. Thus $F_{\lambda\mu}=f\,Y_{\lambda\mu}$. At the north pole $Y_{lm}=\delta_{m0}\sqrt{(2l+1)/4\pi}$, and (\ref{eq:F}) with $\mu=0$ gives
\begin{equation}
f=\sqrt{\frac{(2l_1+1)(2l_2+1)}{4\pi(2\lambda+1)}}\;\langle l_10\,l_20|\lambda0\rangle .
\end{equation}
The Clebsch--Gordan coefficients form an orthogonal matrix, so (\ref{eq:F}) can be inverted:
\begin{equation}
Y_{l_1m_1}Y_{l_2m_2}=\sum_{\lambda\mu}\langle l_1m_1l_2m_2|\lambda\mu\rangle\,f\,Y_{\lambda\mu}.
\label{eq:product}
\end{equation}

The integral (\ref{eq:G}) is real, because its azimuthal part is $2\pi$ or zero and its polar part is real. It therefore equals its conjugate $\int Y_{lm}Y_{LM}Y^*_{l'm'}d\hat{\mathbf r}$. With (\ref{eq:product}) for $l_1=l$, $l_2=L$, and with (\ref{eq:orth}),
\begin{equation}
G^{LM}_{lm,l'm'}=\sqrt{\frac{(2l+1)(2L+1)}{4\pi(2l'+1)}}\;
\langle l0\,L0|l'0\rangle\langle lm\,LM|l'm'\rangle .
\label{eq:cg}
\end{equation}
The $3j$ symbol is defined by $\langle lmLM|l'm'\rangle=(-1)^{l-L+m'}\sqrt{2l'+1}\,(3j)$, with lower row $m,M,-m'$. The two signs $(-1)^{l-L}$ multiply to one, and
\begin{equation}
G^{LM}_{lm,l'm'}=(-1)^{m'}\sqrt{\frac{(2l+1)(2L+1)(2l'+1)}{4\pi}}
\begin{pmatrix}l&L&l'\\0&0&0\end{pmatrix}
\begin{pmatrix}l&L&l'\\m&M&-m'\end{pmatrix}.
\label{eq:3j}
\end{equation}

Three conditions are necessary for $G\neq0$. The azimuthal integral of $e^{i(m'-m-M)\varphi}$ requires $M=m'-m$. The coupling of $l$ and $L$ to $l'$ requires the triangle condition, which can be read for $L$. Under inversion the integrand of (\ref{eq:G}) gains the factor $(-1)^{l+L+l'}$ by (\ref{eq:conj}), while the integral is unchanged. Together,
\begin{equation}
M=m'-m,\qquad |l-l'|\le L\le l+l',\qquad l+l'+L\ \text{even}.
\label{eq:rules}
\end{equation}
Since $l$ and $l'$ do not exceed $l_{\max}$, the density of the states (\ref{eq:psi}) has no component with $L>2l_{\max}$.

\section{Properties, limits and a worked example}

\subsection{Results carried over}

The states in the sphere are $\psi_i=\sum_{lm}(a_{lm,i}u_l+b_{lm,i}\dot u_l)Y_{lm}$ with $l\le l_{\max}$ and weights $w_i$. The radial functions obey $\int u_l^2r^2dr=1$, $\int u_l\dot u_lr^2dr=0$ and $\int\dot u_l^2r^2dr=N_l$, all over $0<r<R$. The constant $C$ is $\hbar^2/2m_e$. The density matrices (\ref{eq:D}) are $D^{xy}_{lm,l'm'}=\sum_iw_ix^*_{lm,i}y_{l'm',i}$. The components $n_{LM}$ are given by (\ref{eq:main}), with real Gaunt coefficients (\ref{eq:G}) that obey the rules (\ref{eq:rules}). The coefficients $a$ and $b$ follow from the plane-wave amplitudes $c_{\mathbf K,i}$ by (\ref{eq:ab}).

\subsection{Reality of the density}

A real density requires a relation between $M$ and $-M$. Because $G$ is real, (\ref{eq:G}) may be conjugated, and (\ref{eq:conj}) gives $Y_{LM}=(-1)^MY^*_{L,-M}$:
\begin{equation}
G^{LM}_{lm,l'm'}=\int Y_{lm}Y_{LM}Y^*_{l'm'}d\hat{\mathbf r}
=(-1)^MG^{L,-M}_{l'm',lm}.
\label{eq:swap}
\end{equation}
Now conjugate (\ref{eq:main}). By (\ref{eq:herm}) each $D^{xy}_{lm,l'm'}$ becomes $D^{yx}_{l'm',lm}$, and by (\ref{eq:swap}) each $G$ becomes $(-1)^MG^{L,-M}_{l'm',lm}$. Renaming $lm\leftrightarrow l'm'$ restores the form of (\ref{eq:main}), with the two mixed terms exchanged. Therefore
\begin{equation}
n_{LM}^*=(-1)^Mn_{L,-M},
\label{eq:real}
\end{equation}
and it is enough to compute $M\ge0$.

The density components $n_{LM}$ are now expressed through the coefficients $a$ and $b$, with selection rules that end them at $L=2l_{\max}$ and a reality relation that makes $M\ge0$ sufficient. What remains is the charge in the sphere, the effect of the cut at $l_{\max}$, a worked model with two occupied states, and the behaviour at the sphere surface and of the exchange potential.
